\section*{Dissociative diffusion of zinc in a gallium-based III–V crystal}

\section*{Setting}

Zinc enters a gallium-based III--V crystal from the surface $x=0$ and moves as a singly positive interstitial $\mathrm{Zn}_i^{+}$. It becomes an acceptor $\mathrm{Zn}_s^{-}$ by filling a neutral gallium vacancy $V^{0}$. Substitutional zinc itself is taken as immobile. The concentrations of $\mathrm{Zn}_s^-$, $\mathrm{Zn}_i^+$, $V^0$, holes and electrons are $C$, $C_i$, $C_V$, $p$ and $n$; $n_i$ is the intrinsic carrier concentration, and $D_i$ and $D_V$ are the diffusivities of interstitials and neutral vacancies.

The crystal is isothermal, the species are dilute, the carriers are nondegenerate, and the exchange reaction is locally at equilibrium. Pairing, precipitation and other charge states of zinc are left out. Fluxes are positive towards increasing $x$, and $q>0$ is the elementary charge.

\section*{(a) The exchange reaction}

\textbf{Question.} Balance the reaction, including its charge, and find $C_i$ in terms of $C$, $p$ and $C_V$. When may $C_V$ be treated as independent of doping?

\textbf{Solution.} The left side carries charge $+1$ and the acceptor carries $-1$, so two holes must be released:
\begin{equation}
\mathrm{Zn}_i^{+}+V^{0}\rightleftharpoons \mathrm{Zn}_s^{-}+2h^{+}.
\end{equation}
At equilibrium the chemical potentials satisfy $\mu_i+\mu_V=\mu_s+2\mu_h$. For dilute species each is a constant plus $kT\ln(\text{concentration})$ plus charge times electrostatic potential $\phi$. The potential terms are $q\phi$ on the left and $-q\phi+2q\phi=q\phi$ on the right, so they cancel. What remains is
\begin{equation}
\frac{C\,p^2}{C_iC_V}=K,\qquad C_i=\frac{C\,p^2}{K\,C_V}, \label{mass}
\end{equation}
where $K$ depends on temperature and has the unit of concentration.

If vacancies are in equilibrium with a crystal of fixed arsenic activity, $\mu_V$ is fixed. A neutral vacancy has no charge term, so its concentration then has a fixed value $C_V^*$, whatever the Fermi level. This does not hold for charged vacancies, whose concentrations depend on $p$. Parts (b) to (d) assume $C_V=C_V^*$; part (e) examines that assumption.

\section*{(b) The flux}

\textbf{Question.} Find the conservation law for zinc and the interstitial flux, including the built-in electric field.

\textbf{Solution.} Let $R$ be the net rate at which interstitials become substitutional. Then
\begin{equation}
\frac{\partial C}{\partial t}=R,\qquad
\frac{\partial C_i}{\partial t}=-\frac{\partial J_i}{\partial x}-R .
\end{equation}
The sum removes the unknown rate:
\begin{equation}
\frac{\partial (C+C_i)}{\partial t}=-\frac{\partial J_i}{\partial x}. \label{balance}
\end{equation}

The field $E$ follows from the holes. Their flux, with the Einstein relation between mobility and diffusivity $D_h$, is
\begin{equation}
J_h=-D_h\left(\frac{\partial p}{\partial x}-\frac{qE}{kT}\,p\right).
\end{equation}
Holes are far more mobile than zinc. The small hole flux that balances the ionic current therefore needs a negligible departure from $J_h=0$, and
\begin{equation}
\frac{qE}{kT}=\frac{\partial\ln p}{\partial x}.
\end{equation}
The interstitial also carries $+q$, so its flux is
\begin{align}
J_i&=-D_i\left(\frac{\partial C_i}{\partial x}-\frac{qE}{kT}C_i\right)
=-D_i\left(\frac{\partial C_i}{\partial x}-\frac{C_i}{p}\frac{\partial p}{\partial x}\right)\nonumber\\
&=-D_i\,p\,\frac{\partial}{\partial x}\left(\frac{C_i}{p}\right). \label{flux}
\end{align}
The last form follows from the quotient rule. For in-diffusion $p$ falls with depth, so $E<0$: the field pushes interstitials back towards the surface.

\section*{(c) The effective diffusivity}

\textbf{Question.} Derive the effective diffusivity at any doping level. Give its intrinsic and extrinsic limits, each with its first correction.

\textbf{Solution.} From (\ref{mass}), $C_i/p=Cp/(KC_V^*)$. Since $C_V^*$ is uniform, (\ref{flux}) becomes
\begin{equation}
J_i=-\frac{D_i\,p}{KC_V^*}\frac{\partial(Cp)}{\partial x}
=-\frac{D_i\,p}{KC_V^*}\left(p+C\frac{dp}{dC}\right)\frac{\partial C}{\partial x}. \label{fluxc}
\end{equation}
For $C_i\ll C$, and with charged vacancies neglected, neutrality reads $p=C+n$. With $n=n_i^2/p$ this gives
\begin{equation}
p^2-Cp-n_i^2=0,\qquad p=\frac{C+S}{2},\qquad S=\sqrt{C^2+4n_i^2}.
\end{equation}
The positive root is taken because $p>0$. Differentiating the quadratic gives $(2p-C)\,dp/dC=p$, and $2p-C=S$, so $dp/dC=p/S$. Hence $J_i=-D_{\rm eff}\,\partial C/\partial x$ with
\begin{equation}
D_{\rm eff}=\frac{D_i\,p^2}{KC_V^*}\left(1+\frac{C}{S}\right). \label{general}
\end{equation}

On the left of (\ref{balance}), $\partial(C+C_i)/\partial t=(1+dC_i/dC)\,\partial C/\partial t$. The second term is dropped for $dC_i/dC\ll1$. In extrinsic material $C_i\propto C^3$, so the condition is $3C_i/C\ll1$. Then
\begin{equation}
\frac{\partial C}{\partial t}=\frac{\partial}{\partial x}\left(D_{\rm eff}\frac{\partial C}{\partial x}\right).
\end{equation}

\emph{Intrinsic limit}, $C\ll n_i$. To first order $S=2n_i$ and $p=n_i+C/2$, so
\begin{equation}
D_{\rm eff}\simeq\frac{D_in_i^2}{KC_V^*}\left(1+\frac{C}{n_i}\right)\left(1+\frac{C}{2n_i}\right)
\simeq\frac{D_in_i^2}{KC_V^*}\left(1+\frac{3C}{2n_i}\right).
\end{equation}
The leading term is constant, since thermally generated carriers set $p$.

\emph{Extrinsic limit}, $C\gg n_i$. Put $\epsilon=n_i/C$. Then $S\simeq C(1+2\epsilon^2)$ and $p\simeq C(1+\epsilon^2)$, which give $p^2\simeq C^2(1+2\epsilon^2)$ and $1+C/S\simeq2(1-\epsilon^2)$. Therefore
\begin{equation}
D_{\rm eff}\simeq\frac{2D_i}{KC_V^*}\,C^2\left(1+\frac{n_i^2}{C^2}\right). \label{square}
\end{equation}
At leading order the diffusivity is proportional to the square of the zinc concentration. Since $C_i\simeq C^3/(KC_V^*)$ there, it can also be written $D_{\rm eff}=2D_iC_i/C$. The fraction of zinc that is mobile, $C_i/C$, grows as $C^2$ because two holes drive the reaction back towards interstitials.

\section*{(d) What the field changes}

\textbf{Question.} Repeat the calculation with the drift term omitted. Which feature of the extrinsic law depends on the field?

\textbf{Solution.} With diffusion alone,
\begin{equation}
J_i=-D_i\frac{\partial C_i}{\partial x}
=-\frac{D_i}{KC_V^*}\left(p^2+2Cp\frac{dp}{dC}\right)\frac{\partial C}{\partial x}
=-\frac{D_ip^2}{KC_V^*}\left(1+\frac{2C}{S}\right)\frac{\partial C}{\partial x}.
\end{equation}
For $C\gg n_i$ the bracket tends to 3. The exponent is unchanged, but the prefactor is 3 instead of 2: drift cancels one third of the diffusive flux. For $C\ll n_i$ the bracket tends to 1 with or without the field, because $p$ is then nearly uniform.

\section*{(e) Where the vacancies come from}

\textbf{Question.} Every acceptor formed consumes a vacancy. Suppose the crystal has no internal vacancy sources. When does the result of (c) survive, and what replaces it if vacancy supply is the bottleneck?

\textbf{Solution.} Neutral vacancies do not drift, so $\partial C_V/\partial t=D_V\,\partial^2C_V/\partial x^2-R$. Adding $\partial C/\partial t=R$ gives
\begin{equation}
\frac{\partial(C+C_V)}{\partial t}=D_V\frac{\partial^2C_V}{\partial x^2}. \label{vac}
\end{equation}
When changes of $C_i$ and $C_V$ are small beside those of $C$, equations (\ref{balance}) and (\ref{vac}) say that the interstitial flux $J_i$ and the vacancy flux $J_V$ have the same divergence. Both vanish deep in the crystal, so they are equal.

\emph{Fast vacancies.} Assume first that $C_V$ stays close to $C_V^*$, and use the extrinsic flux:
\begin{equation}
D_V\frac{\partial C_V}{\partial x}=\frac{2D_iC^2}{KC_V^*}\frac{\partial C}{\partial x}.
\end{equation}
Let the surface hold $C=C_0$, $C_V=C_V^*$ and $C_i=C_{i0}\simeq C_0^3/(KC_V^*)$. Integration from the surface gives
\begin{equation}
\frac{C_V^*-C_V}{C_V^*}=\frac{2}{3}\,\frac{D_iC_{i0}}{D_VC_V^*}\left(1-\frac{C^3}{C_0^3}\right).
\end{equation}
The assumption is consistent if $D_VC_V^*\gg D_iC_{i0}$. The square law then survives without internal sources.

\emph{Slow vacancies.} In the opposite limit the interstitials equilibrate first. By (\ref{flux}) their equilibrium is $C_i/p=a$, a constant. Mass action now determines the vacancies:
\begin{equation}
C_V=\frac{Cp^2}{KC_i}=\frac{Cp}{Ka}\simeq\frac{C^2}{Ka}.
\end{equation}
Inserting this in (\ref{vac}), with $C_V$ neglected beside $C$ on the left, gives
\begin{equation}
\frac{\partial C}{\partial t}=\frac{\partial}{\partial x}\left(\frac{2D_VC}{Ka}\frac{\partial C}{\partial x}\right),\qquad D_{\rm eff}=\frac{2D_V}{Ka}\,C. \label{linear}
\end{equation}
The diffusivity is now linear in $C$, although the reaction and all charges are the same. This describes the main profile, where $C\gg n_i$ and $C\gg C_V^*$. In a thick crystal, interstitials can also fill vacancies already present ahead of it. Where vacancy transport is negligible, (\ref{vac}) keeps $C+C_V$ at its initial value $C_V^*$, so $C$ in this deep tail cannot exceed $C_V^*$. The reaction equation alone does not fix the exponent; the vacancy condition is part of the square law.

\emph{Internal sources.} Suppose that sources such as dislocations supply vacancies at the rate $k_s(C_V^*-C_V)$. When they balance consumption, the relative deficit is $(\partial C/\partial t)/(k_sC_V^*)$, of order $C_0/(k_stC_V^*)$ away from a steep front. If this is small, the square law holds even for slow vacancies.

\section*{(f) The profile under a constant surface concentration}

\textbf{Question.} For the extrinsic law with $C(0,t)=C_0$ and no zinc initially, find the form of the profile near its leading edge, its depth, and the dose.

\textbf{Solution.} Let $D_0=2D_iC_0^2/(KC_V^*)$, $C=C_0u(\eta)$ and $\eta=x/\sqrt{D_0t}$. Then $\partial u/\partial t=-(\eta/2t)u'$, and each $x$ derivative brings a factor $1/\sqrt{D_0t}$, so
\begin{equation}
-\frac{\eta}{2}u'=(u^2u')',\qquad u(0)=1. \label{sim}
\end{equation}
Suppose $u$ reaches zero at $\eta_f$, where the flux also vanishes. Integrating from $\eta$ to $\eta_f$, with $\eta\simeq\eta_f$ inside the short interval, gives $-u^2u'\simeq\eta_fu/2$. Hence $(u^2)'=2uu'\simeq-\eta_f$ and
\begin{equation}
u^2\simeq\eta_f(\eta_f-\eta).
\end{equation}
The profile ends at a finite depth because the diffusivity vanishes there. Its slope is vertical because the diffusivity, proportional to $u^2$, vanishes faster than $u$: the balance above gives $u'\simeq-\eta_f/(2u)$. At finite $n_i$ the diffusivity does not vanish, and the edge is rounded. For the values in (g) the rounding spans some tens of nanometres: $C=n_i$ is reached about 24 nm deeper than the square law gives, and $C=0.1n_i$ about 44 nm beyond the square-law front. Below that the concentration falls by a factor $e$ every 6 nm or so. This is comparable with the Debye length, so local neutrality, and with it the detailed shape of the edge, is not accurate there.

To find $\eta_f$, note that if $u(\eta)$ satisfies the differential equation, so does $\lambda u(\eta/\lambda)$: both sides are multiplied by $\lambda$. One may therefore solve for $u_1$ with its front at 1, and then choose $\lambda=1/u_1(0)$ to make the surface value 1. This gives $\eta_f=1/u_1(0)$.

For an estimate, put $w=u_1^2$. Multiplying (\ref{sim}) by $4u_1$ gives
\begin{equation}
2ww''+(w')^2=-\eta w'.
\end{equation}
With $y=1-\eta$ and $w=y+by^2+\dots$, the terms linear in $y$ give $4b+4b=2b-1$, so $b=-1/6$. Truncation at this order gives $w(0)\simeq5/6$ and $\eta_f\simeq\sqrt{6/5}=1.095$. Numerical integration gives $\eta_f=1.0903$, with the half-concentration point at $\eta=0.8525$.

For the dose, integrate (\ref{sim}) from 0 to $\eta_f$. By parts, the left side is $\tfrac12\int u\,d\eta$; the right side is $-u'(0)$. Thus
\begin{equation}
Q=\int_0^\infty C\,dx=C_0\sqrt{D_0t}\,[-2u'(0)]=0.753\,C_0\sqrt{D_0t}.
\end{equation}

\section*{(g) A worked case}

\textbf{Question.} Take $C_0=2\times10^{19}$, $n_i=10^{18}$, $C_V^*=2\times10^{16}$ and $K=2\times10^{25}$, all in $\mathrm{cm^{-3}}$, with $D_i=10^{-8}\ \mathrm{cm^2/s}$ and $t=3600$ s. Find the diffusivity, depth and dose, and compare them with a solution that does not presuppose an effective diffusivity.

\textbf{Solution.} These are round model parameters. Here $KC_V^*=4\times10^{41}\ \mathrm{cm^{-6}}$, so
\begin{equation}
D_0=\frac{2(10^{-8})(2\times10^{19})^2}{4\times10^{41}}=2.0\times10^{-11}\ \mathrm{cm^2/s}.
\end{equation}
The surface interstitial concentration is $2.010\times10^{16}\ \mathrm{cm^{-3}}$ with $p=C+n$, and $2.006\times10^{16}\ \mathrm{cm^{-3}}$ when the charge of the interstitials is kept, $p=C-C_i+n$, as in the full solution below. Thus $3C_i/C=0.3\%$, and neglecting interstitial storage is justified. Equation (\ref{general}) and its leading extrinsic term give:
\begin{center}
\begin{tabular}{ccc}
$C$ ($\mathrm{cm^{-3}}$) & general ($\mathrm{cm^2/s}$) & square law ($\mathrm{cm^2/s}$)\\
$2\times10^{19}$ & $2.005\times10^{-11}$ & $2.000\times10^{-11}$\\
$5\times10^{18}$ & $1.300\times10^{-12}$ & $1.250\times10^{-12}$\\
$1\times10^{18}$ & $9.47\times10^{-14}$ & $5.00\times10^{-14}$\\
$1\times10^{17}$ & $2.90\times10^{-14}$ & $5.00\times10^{-16}$
\end{tabular}
\end{center}
The square law is 4\% low, relative to the general value, at $C=5n_i$. At $C=n_i$ it gives about half the general value, and below that it fails as $D_{\rm eff}$ approaches $2.5\times10^{-14}\ \mathrm{cm^2/s}$.

The diffusion length is $\sqrt{D_0t}=2.683\ \mu\mathrm m$. The front lies at $1.0903\times2.683=2.93\ \mu\mathrm m$, and the concentration has fallen to half at $0.8525\times2.683=2.29\ \mu\mathrm m$. The dose is
\begin{equation}
Q=0.753\,(2\times10^{19})(2.683\times10^{-4})=4.04\times10^{15}\ \mathrm{cm^{-2}}.
\end{equation}

For the comparison, the balances of $C$, $C_i$ and $C_V$ were solved together on 200 cells spanning $2\sqrt{D_0t}$, with a fast but finite exchange rate. The surface values of $C_i$ and $C_V$ were held at equilibrium with $C_0$, and the far boundary was closed to both fluxes. The diffusivity was then extracted from each profile. For a profile depending on $x/\sqrt t$, the diffusion equation is $-(x/2t)\,dC/dx=d(D\,dC/dx)/dx$; integrating from the undoped side gives
\begin{equation}
D(C)=-\frac{1}{2t}\frac{dx}{dC}\int_0^C x\,dC'.
\end{equation}
The concentration in the deepest cell was subtracted from $C$ inside the integral, which removes any deep tail. The exponent of $D$ was fitted for $0.4<C/C_0<0.9$. Four cases were treated:
\begin{enumerate}
\item strong internal sources, $k_st=10^8$, with $D_V=10D_0$;
\item the same, with the field switched off;
\item no internal sources, with $D_V=1000D_i$;
\item no internal sources, with $D_V=10^{-8}\ \mathrm{cm^2/s}$ and $D_i$ raised to $1000D_V$.
\end{enumerate}
\begin{center}
\begin{tabular}{cccc}
case & exponent & $D(C_0/2)/D_0$ & predicted\\
1 & 1.985 & 0.2518 & 0.2525\\
2 & 1.988 & 0.3771 & 0.3775\\
3 & 1.983 & 0.2519 & 0.2525\\
4 & 0.997 & 0.4990 & 0.4993
\end{tabular}
\end{center}
Cases 1 and 3 show the square law with both kinds of vacancy supply. Case 2 keeps the exponent but raises the diffusivity by 1.497, close to the extrinsic ratio $3/2$. Case 4 shows the linear law (\ref{linear}) for the main profile. In a thick crystal with these parameters the deep tail of part (e) extends about 0.5 mm and holds roughly a fifth of the total dose. If it is left in the integral, the extracted exponent falls to about 0.86 and $D(C_0/2)/D_0$ rises to about 0.67. In case 1 an exponent slightly below 2 is expected: (\ref{square}) has logarithmic slope $2-2n_i^2/C^2$ to this order, which runs from 1.97 to 1.99 over the fitted range.

The half-concentration depth in case 1 is $2.285\ \mu\mathrm m$, against $2.287\ \mu\mathrm m$ from the similarity solution. The doses are $4.046\times10^{15}$ and $4.041\times10^{15}\ \mathrm{cm^{-2}}$. The last digits of the 200-cell values are not converged. With local equilibrium, fixed $C_V$ and no mesh, case 1 gives $D(C_0/2)/D_0=0.2523$, a half depth of $2.287\ \mu\mathrm m$ and a dose of $4.049\times10^{15}\ \mathrm{cm^{-2}}$, and the ratio of case 2 to case 1 is 1.495. The remaining values are in the numerical output.

\section*{(h) Relation to a real process}

\textbf{Question.} What can such a profile say about zinc in gallium arsenide, and how large is the error from assuming nondegenerate holes at this doping?

\textbf{Solution.} Zinc diffusion in gallium arsenide is strongly concentration dependent and can give steep fronts. A surface concentration near $10^{19}$ to $10^{20}\ \mathrm{cm^{-3}}$ is realistic; the chosen $n_i$ corresponds to roughly $1100\,^\circ\mathrm{C}$, hotter than usual zinc diffusion, and the chosen $C_V^*$ is probably far too high. In the square law $D_i$, $K$ and $C_V^*$ enter as the single ratio $D_i/(KC_V^*)$, so a profile does not determine them separately. Nor does it identify the mechanism. In the kick-out reaction $\mathrm{Zn}_i^+\rightleftharpoons\mathrm{Zn}_s^-+I^0+2h^+$, where $I^0$ is a neutral gallium interstitial, a fixed concentration of $I^0$ again gives $C_i\propto Cp^2$ and hence the same law. Kick-out is widely favoured for this material.

The assumption of nondegenerate holes is strained at this doping. With $r=p/N_v$, where $N_v$ is the effective density of valence-band states, the first Fermi--Dirac correction replaces $p$ in mass action and in the field by $\gamma p$, with $\gamma\simeq1+r/\sqrt8$. For $p=C$, repeating the step to (\ref{fluxc}) gives
\begin{equation}
\frac{D_{\rm eff}}{2D_iC^2/(KC_V^*)}=\frac{\gamma}{2C}\frac{d(\gamma C^2)}{dC}
=\gamma\left(\gamma+\frac{r}{2\sqrt8}\right).
\end{equation}
At the temperature implied by the chosen $n_i$, $N_v$ is roughly $9\times10^{19}\ \mathrm{cm^{-3}}$. This gives $r=0.22$ and $\gamma=1.08$ at the surface, so the diffusivity there rises by a factor of about 1.2. The correction grows with $C$, so it also raises the apparent exponent, to about 2.2 at the surface and about 2.1 when fitted over $0.4<C/C_0<0.9$; only below roughly $0.3C_0$ does the finite $n_i$ bring the exponent under 2.

\section*{Calculated quantities}
\begin{verbatim}
surface zinc C0 = 2.000e+19 cm^-3
intrinsic carriers ni = 1.000e+18 cm^-3
equilibrium neutral vacancies = 2.000e+16 cm^-3
mass-action constant K = 2.000e+25 cm^-3
interstitial diffusivity Di = 1.000e-08 cm^2/s
time = 3600 s
surface holes = 2.0030e+19 cm^-3
surface interstitials = 2.0060e+16 cm^-3
square-law D at surface = 2.0000e-11 cm^2/s
intrinsic-limit D = 2.5000e-14 cm^2/s
C (cm^-3), general D (cm^2/s), square-law D (cm^2/s):
  2.0e+19  2.0050e-11  2.0000e-11
  1.0e+19  5.0500e-12  5.0000e-12
  5.0e+18  1.2999e-12  1.2500e-12
  2.0e+18  2.4874e-13  2.0000e-13
  1.0e+18  9.4721e-14  5.0000e-14
  1.0e+17  2.9008e-14  5.0000e-16
largest relative flux-formula error = 4.4e-16
diffusion length sqrt(D0 t) = 2.6833 um
front coefficient = 1.09032 (dimensionless)
half-concentration coefficient = 0.85247 (dimensionless)
dose coefficient = 0.75305 (dimensionless)
similarity front depth = 2.926 um
similarity half depth = 2.287 um
full-model half depth = 2.285 um
similarity dose = 4.0413e+15 cm^-2
full-model dose = 4.0460e+15 cm^-2
full-model exponent of Ci against C = 2.972
largest relative vacancy shift, 0.4<C/C0<0.9 = 5.9e-06
full model: exponent of D; D(C0/2)/D0 measured, predicted:
  fast internal sources: 1.985; 0.2518, 0.2525
  same, field off: 1.988; 0.3771, 0.3775
  no sources, fast vacancies: 1.983; 0.2519, 0.2525
  no sources, slow vacancies: 0.997; 0.4990, 0.4993
field-off / field-on diffusivity at C0/2 = 1.497
\end{verbatim}
